# Power-law admittance and log-periodic ripples of a parallel RC ladder: a numerical check

```python
"""Parallel series-RC branches with R_k = R/a^k and C_k = C/b^k, a > 1, b > 1.

Result under test: the admittance Y = G + iB follows omega^n with
n = ln a / ln(ab), multiplied by a function periodic in ln(omega) with
period ln(ab).  The ripple amplitudes, the mean phase n*pi/2 and the two
end parts that replace the missing branches of a finite ladder are tested.
Symbols: x = omega*R*C, lam = a*b, theta = 2*pi/ln(lam).
The reference side is always the explicit sum over branch impedances.
"""
import numpy as np


def branch_sum(omega, R, C, a, b, k):
    """Admittance from the definition: sum of 1/(R_k + 1/(i omega C_k))."""
    omega = np.atleast_1d(np.asarray(omega, dtype=float))
    k = np.asarray(k, dtype=float)
    R_k, C_k = R * a**(-k), C * b**(-k)
    return (1 / (R_k + 1 / (1j * omega[:, None] * C_k))).sum(axis=1)


def all_branches(a, b):
    """Index range wide enough to stand for all integers."""
    K = int(np.ceil(45 / np.log(min(a, b))))
    return np.arange(-K, K + 1)


def exponent(a, b):
    return np.log(a) / np.log(a * b)


def harmonic_series(x, a, b, M=30):
    """R*Y from the Poisson-summed series of complex powers."""
    L = np.log(a * b)
    p = exponent(a, b) - 2j * np.pi * np.arange(-M, M + 1) / L
    log_s = np.log(x)[:, None] + 0.5j * np.pi
    return (np.pi / L * np.exp(p * log_s) / np.sin(np.pi * p)).sum(axis=1)


def ripple_formula(a, b):
    """Relative amplitude and phase of the first harmonic in G and in B."""
    u, y = np.pi * exponent(a, b) / 2, np.pi**2 / np.log(a * b)
    eps_G = 2 * np.sin(u) / np.hypot(np.sin(u), np.sinh(y))
    eps_B = 2 * np.cos(u) / np.hypot(np.cos(u), np.sinh(y))
    phi_G = np.arctan(np.tanh(y) / np.tan(u))
    phi_B = -np.arctan(np.tan(u) * np.tanh(y))
    return eps_G, phi_G, eps_B, phi_B


def one_period(a, b, J=256):
    """Points evenly spaced in ln x over one period, and R*Y there."""
    x = (a * b)**(np.arange(J) / J)
    return x, branch_sum(x, 1.0, 1.0, a, b, all_branches(a, b))


def measured_ripple(part, x, n):
    """Complex first harmonic relative to the mean, by Fourier transform."""
    c = np.fft.fft(part * x**(-n))
    return 2 * c[1] / c[0]


# --- infinite ladder: scaling, harmonic series, ripples, mean phase ---
for a_t, b_t in [(4, 2.5), (1.5, 2.5), (20, 50), (2, 8)]:
    n_t = exponent(a_t, b_t)
    ks = all_branches(a_t, b_t)
    x_t = np.geomspace(0.1, 1e3, 41)
    Y_t = branch_sum(x_t, 1, 1, a_t, b_t, ks)
    Y_up = branch_sum(x_t * a_t * b_t, 1, 1, a_t, b_t, ks)
    assert np.allclose(Y_up, a_t * Y_t, rtol=1e-10)
    for f in (np.abs, np.real, np.imag):
        mean_slope = np.log(f(Y_up) / f(Y_t)) / np.log(a_t * b_t)
        assert np.allclose(mean_slope, n_t, atol=1e-10)
    assert np.allclose(harmonic_series(x_t, a_t, b_t), Y_t, rtol=1e-9)
    xp, Yp = one_period(a_t, b_t)
    eG, pG, eB, pB = ripple_formula(a_t, b_t)
    assert abs(measured_ripple(Yp.real, xp, n_t) - eG * np.exp(-1j * pG)) < 1e-9
    assert abs(measured_ripple(Yp.imag, xp, n_t) - eB * np.exp(-1j * pB)) < 1e-9
    assert abs(np.angle(Yp).mean() - n_t * np.pi / 2) < 1e-9

# --- the integral behind the series, by quadrature in t = ln u ---
t = np.arange(-120, 120, 0.05)
for p in (0.6 + 0j, 0.6 - 2.7j, 0.4 + 1.3j):
    s = 3.0j
    integral = 0.05 * np.sum(np.exp(p * t) / (np.exp(t) + s))
    assert abs(integral - np.pi * s**(p - 1) / np.sin(np.pi * p)) < 1e-9

# --- both conditions matter: one-sided ladders with a < 1 or b < 1 ---
Y_flat = np.abs(branch_sum([1e6, 2e6], 1, 1, 0.5, 4, np.arange(200)))
assert abs(np.log(Y_flat[1] / Y_flat[0]) / np.log(2)) < 1e-3
Y_20 = abs(branch_sum(100, 1, 1, 4, 0.5, np.arange(20))[0])
Y_40 = abs(branch_sum(100, 1, 1, 4, 0.5, np.arange(40))[0])
assert Y_40 / Y_20 > 1e3

# --- worked example: discrete constant-phase element ---
R, C, a, b, N = 1e7, 1e-7, 4.0, 2.5, 8
tau, lam, n = R * C, a * b, exponent(a, b)
L, theta = np.log(lam), 2 * np.pi / np.log(lam)
k = np.arange(N)
R_k, C_k = R / a**k, C / b**k
R_end, C_end = R * (a - 1), C * b**(1 - N) / (b - 1)
x_win = np.geomspace(10, 1e6, 201)
w_win = x_win / tau
Y_inf = branch_sum(w_win, R, C, a, b, all_branches(a, b))
Y_bare = branch_sum(w_win, R, C, a, b, k)
Y_fix = Y_bare + 1 / R_end + 1j * w_win * C_end
bound = (1 / (x_win * (a * lam - 1))
         + x_win**2 * (b * lam)**(-N) / (1 - 1 / (b * lam)))
assert np.all(R * np.abs(Y_fix - Y_inf) <= bound * (1 + 1e-6))
err_bare = np.max(np.abs(Y_bare / Y_inf - 1))
err_fix = np.max(np.abs(Y_fix / Y_inf - 1))
assert err_fix < 0.1 * err_bare

# limits of the bare ladder: capacitor below the window, resistor above
C_low = C * (1 - b**(-N)) / (1 - 1 / b)
G_high = (a**N - 1) / (a - 1) / R
w_low, w_high = 1e-6 / tau, 1e13 / tau
Y_low = branch_sum(w_low, R, C, a, b, k)[0]
Y_high = branch_sum(w_high, R, C, a, b, k)[0]
assert abs(Y_low / (1j * w_low * C_low) - 1) < 1e-5
assert abs(Y_high / G_high - 1) < 1e-5

# local slope of ln G over one period, by central differences
eps_G, phi_G, eps_B, phi_B = ripple_formula(a, b)
x1, _ = one_period(a, b)
h = 1e-4
G_plus = branch_sum(x1 * np.exp(h), 1, 1, a, b, all_branches(a, b)).real
G_minus = branch_sum(x1 * np.exp(-h), 1, 1, a, b, all_branches(a, b)).real
slope = np.log(G_plus / G_minus) / (2 * h)
swing = (slope.max() - slope.min()) / 2
# the second harmonic, left out of theta*eps_G, is a few percent of the first
assert abs(swing / (theta * eps_G) - 1) < 0.05

# values at 1 kHz
f0 = 1e3
w0 = 2 * np.pi * f0
x0 = w0 * tau
Y0 = branch_sum(w0, R, C, a, b, all_branches(a, b))[0]
Y0_fix = (branch_sum(w0, R, C, a, b, k)[0] + 1 / R_end + 1j * w0 * C_end)
pref_G = np.pi / (2 * L * np.sin(np.pi * n / 2))
pref_B = np.pi / (2 * L * np.cos(np.pi * n / 2))
G_smooth, B_smooth = pref_G * x0**n / R, pref_B * x0**n / R
G_one = G_smooth * (1 + eps_G * np.cos(theta * np.log(x0) - phi_G))
B_one = B_smooth * (1 + eps_B * np.cos(theta * np.log(x0) - phi_B))
# tolerance: the neglected second harmonic is below one part in a thousand
assert abs(G_one / Y0.real - 1) < 1e-3 and abs(B_one / Y0.imag - 1) < 1e-3

# same exponent with twice as many branches per decade
a2, b2 = np.sqrt(a), np.sqrt(b)
x2, Y2 = one_period(a2, b2)
ripple_dense = abs(measured_ripple(Y2.real, x2, n))
assert abs(exponent(a2, b2) - n) < 1e-12 and ripple_dense < eps_G / 10


# --- effects left out of the ideal network, rough typical part data ---
def built_network(omega, Rs, Cs, Re, Ce, stray=0.0, lead=0.0, loss=0.0, leak=0.0):
    """Ladder with end parts; stray C across resistors, lead inductance,
    capacitor loss tangent and capacitor leakage conductance."""
    jw = 1j * omega[:, None]
    Z = (1 / (1 / Rs + jw * stray) + jw * lead
         + 1 / (jw * Cs * (1 - 1j * loss) + leak))
    ends = 1 / Re + 1j * omega * (stray + Ce * (1 - 1j * loss)) + leak
    return (1 / Z).sum(axis=1) + ends


def change(Y):
    return np.max(np.abs(Y / Y_fix - 1))


parts = (R_k, C_k, R_end, C_end)
assert change(built_network(w_win, *parts)) < 1e-12
stray, lead, loss, leak_R = 0.2e-12, 20e-9, 1e-3, 1e11
drift_ppm, warm_K = 100.0, 40.0
d_stray = change(built_network(w_win, *parts, stray=stray))
d_lead = change(built_network(w_win, *parts, lead=lead))
d_loss = change(built_network(w_win, *parts, loss=loss))
d_leak = change(built_network(w_win, *parts, leak=1 / leak_R))
g = 1 + drift_ppm * 1e-6 * warm_K
d_warm = change(built_network(w_win, R_k * g, C_k, R_end * g, C_end))
assert max(d_stray, d_lead, d_loss, d_leak, d_warm) < eps_G
rng = np.random.default_rng(1)
tol_R, tol_C = 0.01, 0.05
spread = []
for _ in range(1000):
    fR = 1 + tol_R * rng.uniform(-1, 1, N + 1)
    fC = 1 + tol_C * rng.uniform(-1, 1, N + 1)
    spread.append(change(built_network(
        w_win, R_k * fR[:N], C_k * fC[:N], R_end * fR[N], C_end * fC[N])))
d_tol_mid, d_tol_95 = np.percentile(spread, [50, 95])

print(f"R = {R/1e3:.0f} kOhm, C = {C*1e9:.0f} nF, a = {a}, b = {b}, N = {N}")
print(f"RC = {tau:.3f} s, lam = ab = {lam:.1f}, ln lam = {L:.4f}")
for j in k:
    print(f"branch {j}: R = {R_k[j]/1e3:.4g} kOhm, C = {C_k[j]*1e9:.4g} nF")
print(f"exponent n = {n:.4f}, theta = {theta:.4f}")
print(f"mean phase n*90 = {n*90:.2f} deg")
print(f"phase range = {np.degrees(np.angle(Y_inf)).min():.2f}"
      f" to {np.degrees(np.angle(Y_inf)).max():.2f} deg")
print(f"u = pi n/2 = {np.pi*n/2:.4f} rad, y = pi^2/ln lam = {np.pi**2/L:.4f}")
print(f"ripple of G: amplitude {100*eps_G:.2f} %, phase {phi_G:.4f} rad")
print(f"ripple of B: amplitude {100*eps_B:.2f} %, phase {phi_B:.4f} rad")
print(f"theta*eps_G = {theta*eps_G:.4f}, slope half-swing = {swing:.4f}")
print(f"local slope of ln G: {slope.min():.3f} to {slope.max():.3f}")
print(f"ripple of G, doubled branch density = {100*ripple_dense:.4f} %")
print(f"doubled density: a = {a2:.4f}, b = {b2:.4f}, lam = {a2*b2:.4f}")
print(f"end resistor = {R_end/1e3:.0f} kOhm, end capacitor = {C_end*1e9:.4f} nF")
print(f"window: {w_win[0]/(2*np.pi):.3f} to {w_win[-1]/(2*np.pi):.4g} Hz")
print(f"largest error in window, no end parts = {100*err_bare:.2f} %")
print(f"largest error in window, with end parts = {100*err_fix:.3f} %")
print(f"bare ladder: low-frequency capacitance = {C_low*1e9:.2f} nF")
print(f"bare ladder: high-frequency conductance = {G_high*1e6:.1f} uS")
print(f"at f = {f0:.0f} Hz: x = {x0:.1f}, x^n = {x0**n:.2f}")
print(f"prefactors of x^n/R: G {pref_G:.4f}, B {pref_B:.4f}")
print(f"branch sum, all k: G = {Y0.real*1e6:.3f} uS, B = {Y0.imag*1e6:.3f} uS")
print(f"8 branches + ends: G = {Y0_fix.real*1e6:.3f} uS, B = {Y0_fix.imag*1e6:.3f} uS")
print(f"smooth power law: G = {G_smooth*1e6:.3f} uS, B = {B_smooth*1e6:.3f} uS")
print(f"with one harmonic: G = {G_one*1e6:.3f} uS, B = {B_one*1e6:.3f} uS")
print("largest relative change of Y in the window from neglected effects:")
print(f"stray {stray*1e9:.1e} nF per resistor: {100*d_stray:.3f} %")
print(f"lead inductance {lead*1e9:.0f} nH per branch: {100*d_lead:.5f} %")
print(f"capacitor loss tangent {loss:.3f}: {100*d_loss:.3f} %")
print(f"capacitor leakage {leak_R/1e3:.0e} kOhm: {100*d_leak:.4f} %")
print(f"resistor drift {drift_ppm:.0f} ppm/K over {warm_K:.0f} K: {100*d_warm:.3f} %")
print(f"tolerances R {100*tol_R:.0f} %, C {100*tol_C:.0f} %:"
      f" median {100*d_tol_mid:.2f} %, 95th percentile {100*d_tol_95:.2f} %")
print("all assertions hold")
```

Printed output:

```
R = 10000 kOhm, C = 100 nF, a = 4.0, b = 2.5, N = 8
RC = 1.000 s, lam = ab = 10.0, ln lam = 2.3026
branch 0: R = 1e+04 kOhm, C = 100 nF
branch 1: R = 2500 kOhm, C = 40 nF
branch 2: R = 625 kOhm, C = 16 nF
branch 3: R = 156.2 kOhm, C = 6.4 nF
branch 4: R = 39.06 kOhm, C = 2.56 nF
branch 5: R = 9.766 kOhm, C = 1.024 nF
branch 6: R = 2.441 kOhm, C = 0.4096 nF
branch 7: R = 0.6104 kOhm, C = 0.1638 nF
exponent n = 0.6021, theta = 2.7288
mean phase n*90 = 54.19 deg
phase range = 52.68 to 55.67 deg
u = pi n/2 = 0.9457 rad, y = pi^2/ln lam = 4.2863
ripple of G: amplitude 4.46 %, phase 0.6249 rad
ripple of B: amplitude 3.22 %, phase -0.9455 rad
theta*eps_G = 0.1217, slope half-swing = 0.1218
local slope of ln G: 0.482 to 0.726
ripple of G, doubled branch density = 0.0614 %
doubled density: a = 2.0000, b = 1.5811, lam = 3.1623
end resistor = 30000 kOhm, end capacitor = 0.1092 nF
window: 1.592 to 1.592e+05 Hz
largest error in window, no end parts = 18.09 %
largest error in window, with end parts = 0.113 %
bare ladder: low-frequency capacitance = 166.56 nF
bare ladder: high-frequency conductance = 2184.5 uS
at f = 1000 Hz: x = 6283.2, x^n = 193.52
prefactors of x^n/R: G 0.8413, B 1.1658
branch sum, all k: G = 16.040 uS, B = 23.250 uS
8 branches + ends: G = 16.040 uS, B = 23.250 uS
smooth power law: G = 16.280 uS, B = 22.561 uS
with one harmonic: G = 16.050 uS, B = 23.250 uS
largest relative change of Y in the window from neglected effects:
stray 2.0e-04 nF per resistor: 0.232 %
lead inductance 20 nH per branch: 0.00031 %
capacitor loss tangent 0.001: 0.067 %
capacitor leakage 1e+08 kOhm: 0.0119 %
resistor drift 100 ppm/K over 40 K: 0.187 %
tolerances R 1 %, C 5 %: median 2.09 %, 95th percentile 2.87 %
all assertions hold
```
